\section*{Kohler's Lower Bound on Electrical Conductivity, with Aluminium as Example, part 2}

The problem is the static conductivity $\sigma$ of one band of carriers in a weak uniform field $E$, without a magnetic field. The carriers have charge $q$ ($-e$ for electrons), energy $\varepsilon(\mathbf k)$ and velocity component $v(\mathbf k)$ along the field. The box has volume $V$, and the scatterers stay in equilibrium at temperature $T$. Sums over $\mathbf k$ run over one spin; a factor 2 accounts for the other.

The occupation is $f=f_0+D\varphi$, where $f_0$ is the Fermi function with chemical potential $\mu$ and $D=f_0(1-f_0)$. The solution of the linearized Boltzmann equation is $\varphi=E\psi$ with $P\psi=X$, where $X=qvD/k_BT$ and
\begin{equation*}
(P\varphi)(\mathbf k)=\sum_{\mathbf k'}P(\mathbf k,\mathbf k')\,[\varphi(\mathbf k)-\varphi(\mathbf k')].
\end{equation*}
The term in $\varphi(\mathbf k')$ is in-scattering. With $W$ the jump rate and a prime marking values at $\mathbf k'$, detailed balance makes $P(\mathbf k,\mathbf k')=f_0(1-f_0')W(\mathbf k\to\mathbf k')$ symmetric.

Let $\langle a,b\rangle=\sum_{\mathbf k}a(\mathbf k)b(\mathbf k)$. Every admissible trial, real with $0<\langle\varphi,P\varphi\rangle<\infty$, obeys Kohler's principle:
\begin{equation}
\sigma\ \ge\ \sigma[\varphi]\equiv\frac{2k_BT}{V}\,\frac{\langle\varphi,X\rangle^2}{\langle\varphi,P\varphi\rangle}.
\label{eq:kohler}
\end{equation}
The scale of the trial cancels. For $\varphi=\psi+\delta\,\eta$ with a small number $\delta$,
\begin{equation}
0\le\sigma-\sigma[\varphi]\le\frac{2k_BT}{V}\,\delta^2\langle\eta,P\eta\rangle .
\label{eq:second}
\end{equation}
For a sum $\varphi=\sum_ic_i\varphi_i$, with $b_i=\langle\varphi_i,X\rangle$ and $A_{ij}=\langle\varphi_i,P\varphi_j\rangle$, the best coefficients $c=A^{-1}b$ give
\begin{equation}
\sigma\ge\frac{2k_BT}{V}\,b^{\mathsf T}A^{-1}b .
\label{eq:ritz}
\end{equation}

Dropping in-scattering and using the resulting function's own conductivity gives no bound. For two states $\pm\mathbf k$ that scatter into each other, this shortcut gives twice the true conductivity. The same function in (\ref{eq:kohler}) gives the correct value, because its shape was right and only its scale was wrong.

\section{Aluminium as an interconnect metal}

The symbols carried over are these. The Fermi function is $f_0$ and $D=f_0(1-f_0)$. The collision operator $P$ is symmetric and non-negative, the drive is $X=qvD/k_BT$, and $P\psi=X$. The conductivity $\sigma=(2k_BT/V)\langle X,\psi\rangle$ is at least $(2k_BT/V)\langle\varphi,X\rangle^2/\langle\varphi,P\varphi\rangle$ for every admissible trial $\varphi$, with an error of second order in the error of the trial.

Aluminium serves as wiring in chips, and phonons limit its conductivity near room temperature. The model has free electrons of mass $m$ and density $n$, with Fermi wave number $k_F$, energy $E_F$ and velocity $v_F$. Both $k_BT$ and the phonon energies are small against $E_F$, so velocity and density of states keep their Fermi-surface values. Let $x=(\varepsilon-\mu)/k_BT$, and let $\theta$ be the angle between $\mathbf k$ and the field. By isotropy the solution has the form
\begin{equation}
\psi=\frac{q\,v_F}{k_BT}\cos\theta\;\tau(x),
\label{eq:form}
\end{equation}
where $\tau(x)$ is a time. One spin has $N_F=3nV/4E_F$ states per energy, and $\cos^2\theta$ averages to $1/3$. Hence
\begin{equation}
\sigma=\frac{2k_BT}{V}\,\frac{q^2v_F^2}{3(k_BT)^2}\,N_Fk_BT\!\int\! D\tau\,dx=\frac{ne^2}{m}\,\bar\tau,\qquad \bar\tau=\int\! D\,\tau\,dx ,
\label{eq:drude}
\end{equation}
since $2N_Fv_F^2/3V=nv_F^2/2E_F=n/m$. The weight obeys $\int D\,dx=1$.

An electron changes its wave vector by $\mathbf Q=\mathbf k'-\mathbf k$ when the ions are displaced. If $w(Q)$ is the Fourier component of the screened ion potential times the ion density, an ion displacement $\mathbf u$ contributes $-i\mathbf Q\cdot\mathbf u\,w(Q)$ divided by the number of ions $N_i$. A phonon of polarization $\mathbf e$ has the amplitude $\sqrt{\hbar/2MN_i\omega}$, with $M$ the ion mass. The $N_i$ ions add in phase when its wave vector equals $\mathbf Q$ up to a reciprocal lattice vector. The three polarizations are given the same frequency, so that $\sum(\mathbf Q\cdot\mathbf e)^2=Q^2$ and the squared matrix element is
\begin{equation}
|g|^2=\frac{\hbar\,Q^2w^2(Q)}{2MN_i\,\omega}.
\end{equation}

For the bare ion of valence $Z$ take an attractive Coulomb potential outside a core radius $r_c$ and zero inside. Its transform is $-(Ze^2/\varepsilon_0Q^2)\cos Qr_c$. The electrons screen it. A weak total potential energy $U_Q$ induces, in first-order perturbation theory, the density
\begin{align}
\delta n_Q&=-4U_Q\int_{k<k_F}\!\frac{d^3k}{(2\pi)^3}\,\frac{2m/\hbar^2}{Q^2+2\mathbf k\cdot\mathbf Q}
=-\frac{mk_F}{\pi^2\hbar^2}F(s)\,U_Q,\quad s=\frac{Q}{2k_F},\nonumber\\
F(s)&=\frac1{2s}\int_0^1\!\kappa\ln\Big|\frac{s+\kappa}{s-\kappa}\Big|d\kappa=\frac12+\frac{1-s^2}{4s}\ln\Big|\frac{1+s}{1-s}\Big| .
\end{align}
The integral over the angle gives the logarithm, with $\kappa=k/k_F$. The last integral has the antiderivative $\tfrac12(\kappa^2-s^2)\ln|(s+\kappa)/(s-\kappa)|+s\kappa$. The induced charge adds $e^2\delta n_Q/\varepsilon_0Q^2$ to the bare potential energy. Solving for the total gives
\begin{equation}
w(Q)=-\frac{ne^2}{\varepsilon_0}\,\frac{\cos Qr_c}{Q^2+k_s^2F(Q/2k_F)},\qquad k_s^2=\frac{4k_F}{\pi a_0},
\end{equation}
with $a_0$ the Bohr radius. Exchange and correlation in the screening are left out.

The phonons follow a Debye spectrum with temperature $\Theta$; their energy is $rk_B\Theta$ with $0<r<1$. In units of $k_F$ the momentum transfer is $t=Q/k_F\le2$, and the Debye sphere has the radius $t_D=(2/Z)^{1/3}$, because it holds one wave vector per ion and the Fermi sphere $Z/2$. For $t<t_D$ the process is normal and $t=t_Dr$. For $t>t_D$ it is an umklapp process, and its reduced wave vector is assumed to be spread uniformly over the Debye sphere, so that $r$ has the density $3r^2$.

Let $\gamma$ be the angle between $\mathbf k$ and $\mathbf k'$. From $Q^2=2k_F^2(1-\cos\gamma)$ follow $\cos\gamma=1-t^2/2$ and the fraction of final directions $\tfrac12\sin\gamma\,d\gamma=\tfrac12t\,dt$. At fixed $\gamma$ the average of $\cos\theta'$ over the azimuth is $\cos\gamma\cos\theta$. Out-scattering therefore has the angular weight $p_0=1$ and in-scattering has $p_1=1-t^2/2$. With $N_F/N_i=3Z/4E_F$ and $\hbar^2k_F^2/2M=E_Fm/M$, the coupling per unit $r$ is
\begin{align}
c_l(r)&=\frac{3Zm}{4M\,k_B\Theta\,r}\Big[\tfrac12t_D^4r^3\,w^2p_l\big|_{t=t_Dr}+3r^2U_l\Big],\nonumber\\
U_l&=\int_{t_D}^2\tfrac12t^3w^2p_l\,dt .
\end{align}

A phonon shifts $x$ by $\pm y$, where $y=r\Theta/T$. Let $N_+=1/(e^y-1)$ for absorption and $N_-=N_++1$ for emission. Insert (\ref{eq:form}) into $P\psi=X$ and divide by the common factor $qv_F\cos\theta f_0/k_BT$:
\begin{equation}
\frac{2\pi}{\hbar}\sum_{\pm}\int_0^1\!dr\,N_\pm[1-f_0(x\pm y)]\,[c_0\tau(x)-c_1\tau(x\pm y)]=1-f_0(x).
\label{eq:energy}
\end{equation}

The simplest trial is a constant $\tau$. Its scale cancels, and the quotient gives the bound $\bar\tau\ge\tau_c$. To find $\tau_c$, multiply (\ref{eq:energy}) by $f_0(x)$ and integrate over $x$. By detailed balance absorption and emission contribute equally. The identity
\begin{equation}
f_0(x)[1-f_0(x+y)]=\frac{f_0(x)-f_0(x+y)}{1-e^{-y}}
\end{equation}
follows on writing the difference as $f_0(x)[1-f_0(x+y)]$ minus the same product with the arguments exchanged, which is smaller by the factor $e^{-y}$. The integral of $f_0(x)-f_0(x+y)$ is $y$. Each process thus gives $y/[(e^y-1)(1-e^{-y})]=y/[4\sinh^2(y/2)]$, and
\begin{equation}
\frac1{\tau_c}=\frac{2\pi}{\hbar}\int_0^1dr\,(c_0-c_1)\,\frac{y}{2\sinh^2(y/2)},\qquad
\rho\le\frac{m}{ne^2\tau_c}.
\label{eq:bz}
\end{equation}
This is the Bloch--Ziman resistivity. The difference $c_0-c_1$ carries the factor $1-\cos\gamma$, so small deflections count little. In this model the formula is an upper bound on the resistivity, whatever the shape of $\tau(x)$.

At high temperature $y$ is small, $y/[2\sinh^2(y/2)]$ tends to $2/y=2T/(r\Theta)$, and the bound grows in proportion to $T$. It also becomes tight. Multiplied by $f_0(x)$, the thermal factor in (\ref{eq:energy}) is
\begin{equation}
f_0(x)N_\pm[1-f_0(x\pm y)]=\frac{1}{8\cosh\frac x2\,\cosh\frac{x\pm y}2\,\sinh\frac y2}.
\end{equation}
Expanding the sum over both signs gives
\begin{equation}
\frac{1}{4\cosh^2\frac x2\,\sinh\frac y2}\Big[1+\frac{y^2}{8}\Big(2\tanh^2\frac x2-1\Big)+\dots\Big].
\end{equation}
The prefactor has the same $x$ dependence as $D=1/(4\cosh^2\frac x2)$, so a constant $\tau$ solves the equation to leading order. The first correction that depends on $x$ is of relative order $y^2$. It raises the scattering away from the Fermi level, so $\tau$ is largest at $x=0$. An error of order $T^{-2}$ in the trial gives, by (\ref{eq:second}), a relative shortfall of order $T^{-4}$.

The example uses rough typical inputs for fcc aluminium: lattice constant $a=0.405$ nm, $Z=3$, ion mass 26.98 u, $\Theta=400$ K and $r_c=0.059$ nm. With four atoms in the cubic cell $n=12/a^3=1.81\times10^{23}$ cm$^{-3}$. Then $k_F=(3\pi^2n)^{1/3}=17.5$ nm$^{-1}$, $E_F=11.7$ eV, $v_F=2.02\times10^6$ m/s and $t_D=(2/3)^{1/3}=0.874$.

Equation (\ref{eq:energy}) is solved on a uniform grid of $x$ between about $-18$ and $18$. The range of $r$ is cut into $J$ equal bins, each represented by its midpoint, with $J=30$ at 77 K and $J=20$ at 300 and 400 K. The grid step is $\Theta/2JT$, so each phonon shifts $x$ by a whole number of steps. After multiplication by $f_0$ the equations form a symmetric linear system, which is solved directly. The trials are evaluated with the same matrix. Since (\ref{eq:energy}) is unchanged by $x\to-x$ after this multiplication, even powers of $x$ suffice as trial functions, combined as in (\ref{eq:ritz}). The resistivities in $\mu\Omega\,$cm are

\begin{center}
\begin{tabular}{lccc}
 & 77 K & 300 K & 400 K\\
constant $\tau$ & 0.3423 & 2.2207 & 3.0268\\
$1,\,x^2$ & 0.3302 & 2.2184 & 3.0257\\
$1,\,x^2,\,x^4$ & 0.3279 & 2.2178 & 3.0253\\
out-scattering trial & 0.3310 & 2.2171 & 3.0250\\
numerical solution & 0.3262 & 2.2170 & 3.0250
\end{tabular}
\end{center}

The digits serve to compare rows within the model; as predictions for the metal they are far too many. A finer treatment of the $r$ integral lowers the entries at 300 and 400 K together by about $10^{-4}\,\mu\Omega\,$cm and leaves the differences between rows unchanged. At 300 K the solution has $\bar\tau=8.86$ fs, and
\begin{equation}
\rho=\frac{9.109\times10^{-31}}{1.806\times10^{29}\,(1.602\times10^{-19})^2\,8.861\times10^{-15}}\ \Omega\,{\rm m}=2.22\ \mu\Omega\,{\rm cm},
\end{equation}
or $\sigma=4.5\times10^7$ S/m. The mobility $e\bar\tau/m$ is 15.6 cm$^2$/Vs.

Relative to the numerical solution, the constant trial gives a conductivity that is 4.7\% low at 77 K, 0.17\% at 300 K and 0.06\% at 400 K. At 900 K, with $J=10$ and all other inputs held fixed, the shortfall is 0.0026\%. From 400 to 900 K it falls by a factor of 23, near the $(900/400)^4=26$ of the limiting law. At 77 K the largest phonon energy is $5.2\,k_BT$, and the expansion in $y$ is not controlled. The solution still has the shape that it suggests: $\tau$ is 68 fs at $x=0$ and 40 fs at $x=4$.

The out-scattering trial is the function obtained by setting $c_1=0$ in (\ref{eq:energy}). If its own conductivity is used instead of the quotient, the resistivity at 300 K is 3.36 $\mu\Omega\,$cm, which is 51\% above the solution. The same function in Kohler's quotient comes within 0.01\%. As with the two states, its shape is good and its scale is wrong, but here the conductivity comes out too low. In the high-temperature limit the ratio of the two resistivities is $\int(c_0/r)dr\big/\int[(c_0-c_1)/r]dr$. A value above one means that in-scattering, on balance, returns forward momentum.

Bulk aluminium at room temperature has a resistivity of roughly 2.7 $\mu\Omega\,$cm. The model value is of the right size, but the agreement should not be given weight. With the other inputs fixed, raising $r_c$ by 5\% raises the constant-trial resistivity at 300 K by 30\%, and raising $\Theta$ by 5\% lowers it by 10\%. Nor does a value below the measured one conflict with the theorem, which bounds the conductivity of the model and not that of the metal.

Two simplifications concern the crystal. The first is the spherical Fermi surface. A point $\mathbf k$ on it is strongly disturbed when its energy differs from that of $\mathbf k-\mathbf G$ by less than $2|w(G)|$, with $\mathbf G$ a reciprocal lattice vector. Sampling 60\,000 random directions with the $\{111\}$ and $\{200\}$ vectors and the model's $w$ puts 21\% of the surface in this class. The share depends on the potential: for $\{111\}$ the chosen $r_c$ puts $Gr_c$ close to $\pi/2$, where $\cos Gr_c$ vanishes, and a larger $|w|$ there would raise it. The resulting change of the resistivity is not computed here. The second is the uniform spreading of umklapp phonons. At high temperature their effect is proportional to the mean of $1/r^2$, which is 3 for the uniform density. Folding 60\,000 random vectors $\mathbf Q$ back into the fcc zone, with phonon energy proportional to the reduced wave number and the weight $t^5w^2$ in $t$ for momentum loss, gives 2.5. Umklapp processes make up 91\% of the constant-trial resistivity at 300 K, so in this high-temperature estimate the folding would lower it by roughly $0.91\times0.5/3\approx15\%$. The assumption weighs more on cooling: at 77 K the folding lowers the constant-trial resistivity by about 25\%. For small $r$ the umklapp part of $c_0-c_1$ varies as $r$ and the normal part as $r^4$, so (\ref{eq:bz}) gives terms in $T^2$ and $T^5$. The size of the $T^2$ term rests on the assumed spreading, but its presence does not. The $\{111\}$ and $\{200\}$ vectors have lengths $1.54\,k_F$ and $1.77\,k_F$, below $2k_F$, so $\mathbf Q$ can come arbitrarily close to them. Folding into the fcc zone then also gives a density proportional to $r^2$ at small $r$, with a coefficient of about 1.35 in place of 3. The term comes from treating the electrons as single plane waves on a sphere, which fails just where $\mathbf Q$ is near $\mathbf G$ and the states are mixed at the Bragg planes. The model should not be carried to low temperatures. Already between 300 and 77 K its resistivity falls by a factor of 6.8, while that of pure aluminium falls by more than ten.

The phonons were also held in equilibrium. In a real metal the electrons drag them along to some extent. This reduces the momentum lost in normal processes, which make up the remaining 9\% of the constant-trial resistivity at 300 K, but it also changes the loss in umklapp processes. The net effect is not computed here.

In thin wiring the surfaces matter too. The mean free path at 300 K is $l=v_F\bar\tau=17.9$ nm. In a film of thickness $d$ whose surfaces scatter diffusely, an electron that left a surface with no drift has, at distance $z$ from it, recovered the fraction $1-e^{-z/l\mu_z}$ of its bulk response, where $\mu_z$ is the cosine of its angle to the film normal. With a uniform relaxation time the average over the film is
\begin{equation}
\frac{\sigma_{\rm film}}{\sigma}=\frac32\int_0^1\!d\mu_z\,(1-\mu_z^2)\int_0^d\frac{dz}{d}\,\big(1-e^{-z/l\mu_z}\big).
\end{equation}
The factor $1-\mu_z^2$ comes from the squared velocity along the film, and $3/2$ normalizes it. Numerical integration for $d=100$ nm gives a resistivity 7\% above the bulk value. Grain boundaries and impurities, which real lines also contain, would come on top.

Two further assumptions, a thermal energy small against $E_F$ and a response linear in the field, hold well here. At 300 K $k_BT/E_F$ is 0.002. A current density of 1 MA/cm$^2$ needs a field of $2.2\times10^{-6}$ MV/cm, and the energy gained over one mean free path is then $1.5\times10^{-4}\,k_BT$, so the response is linear as long as the line is kept at the stated temperature.
